# Stress relaxation of a bonded viscoelastic film with elastic bulk response

A glass film on a wafer is heated, comes under tension, and is held hot so that the tension can flow away. Suppose its shear stress is known to relax with a time constant of 50 s. If that time is used for the film, an initial stress of 93.6 MPa should fall to 28 MPa in a hold of 60 s. For the film treated below, the same constitutive law gives 51 MPa. The error also runs backwards: if the decay time seen in the film is taken for the shear time, the viscosity deduced from it is too large by a factor of two. The film relaxes more slowly than its own shear response, and the delay comes from the part of the material that does not flow at all, its elastic volume.

## 1. The simplest case: shear strain held fixed

The film is uniform and isotropic, strains are small, and tension is positive. Stress and strain are split into a mean part and a deviator, the part with zero trace. The mean stress is elastic,

$$\sigma_{\rm mean}=K\,(\epsilon_x+\epsilon_y+\epsilon_z),$$

with a constant bulk modulus $K>0$. The deviatoric stress $s$ follows a Maxwell law: an elastic element of modulus $G$ in series with a viscous element of viscosity $\eta$. In series both carry the same $s$ and their strain rates add. For any component of the deviatoric strain $d$,

$$\dot d=\frac{\dot s}{2G}+\frac{s}{2\eta}.$$

Multiplying by $2G$ and defining the shear time $\tau=\eta/G$ gives

$$\dot s+\frac{s}{\tau}=2G\,\dot d. \tag{1}$$

If the deviatoric strain is held fixed, $\dot d=0$ and $s\propto e^{-t/\tau}$. This is the meaning of $\tau$. The question is whether a film at "fixed strain" has a fixed deviatoric strain.

The equations hold in any coherent set of units.

## 2. An incompressible film

Let the film lie in the $xy$ plane, bonded to a rigid substrate that imposes equal strains $\epsilon_x=\epsilon_y=e$. The top surface is free, so $\sigma_z=0$ there, and force balance through a thin uniform film makes $\sigma_z=0$ throughout. Edges are ignored. The stress is $(\sigma,\sigma,0)$, with mean $2\sigma/3$ and deviator

$$s_x=s_y=\frac{\sigma}{3},\qquad s_z=-\frac{2\sigma}{3}.$$

If the film cannot change volume, $\epsilon_z=-2e$. The strain then has no trace, so $d_z=-2e$. Fixing $e$ fixes $d_z$, and by (1) the stress decays with $\tau$. Just after a sudden step no flow has occurred, so $s_z=2Gd_z=-4Ge$, and $\sigma(0)=-\tfrac32 s_z=6Ge$.

Here the expectation of the opening paragraph is right. It relies on the thickness being tied to the in-plane strain, which finite $K$ undoes.

## 3. Finite bulk modulus

"Fixed strain" now has to be stated with care: the in-plane strain is fixed, while the thickness is free to adjust so that $\sigma_z=0$. The volume law gives

$$2e+\epsilon_z=\frac{2\sigma}{3K}\quad\Rightarrow\quad \epsilon_z=\frac{2\sigma}{3K}-2e. \tag{2}$$

The deviatoric normal strain is $\epsilon_z$ minus one third of the trace:

$$d_z=\epsilon_z-\frac{2e+\epsilon_z}{3}=\frac23(\epsilon_z-e)=\frac{4\sigma}{9K}-2e. \tag{3}$$

Put $s_z=-2\sigma/3$ and (3) into (1):

$$-\frac23\dot\sigma-\frac{2\sigma}{3\tau}=2G\left(\frac{4\dot\sigma}{9K}-2\dot e\right).$$

Multiplication by $-\tfrac32$ makes the left side $\dot\sigma+\sigma/\tau$ and the right side $-4G\dot\sigma/(3K)+6G\dot e$. Collecting the stress rates,

$$\left(1+\frac{4G}{3K}\right)\dot\sigma+\frac{\sigma}{\tau}=6G\,\dot e. \tag{4}$$

The $x$ component gives the same equation, since $s_x=-s_z/2$ and $d_x=-d_z/2$.

During a sudden step the term $\sigma/\tau$ has no time to contribute, so integrating (4) over the step gives $\sigma(0)=Me$, with

$$M=\frac{6G}{1+4G/(3K)}=\frac{18KG}{3K+4G}. \tag{5}$$

Afterwards $\dot e=0$, and (4) gives

$$\sigma(t)=Me\,e^{-t/\tau_f},\qquad \tau_f=\tau\left(1+\frac{4G}{3K}\right)=\frac{6\eta}{M}. \tag{6}$$

The last form follows from (5), because $1+4G/(3K)=6G/M$ and $G\tau=\eta$. For finite positive $K$ and $G$ the film time exceeds the shear time.

**Two limits.** As $K/G\to\infty$, $\tau_f\to\tau$ and $M\to6G$, as in section 2. For the other limit write

$$\tau_f=\frac{\eta}{G}+\frac{4\eta}{3K}.$$

Letting $G\to\infty$ at fixed $\eta$ turns the shear response into that of a Newtonian liquid, whose shear stress vanishes at once when the strain rate does. The film still needs a time $4\eta/(3K)$. This can be checked directly: $s_z=2\eta\dot d_z$ with (3) and $\dot e=0$ reads $-2\sigma/3=8\eta\dot\sigma/(9K)$, or $\dot\sigma=-3K\sigma/(4\eta)$. The second term is the time in which a stretched volume recovers by viscous thinning.

**In terms of Poisson's ratio.** The instantaneous elastic constants are $E=9KG/(3K+G)$ and $\nu=(3K-2G)/[2(3K+G)]$. Therefore

$$1-\nu=\frac{3K+4G}{2(3K+G)},\qquad 1+\nu=\frac{9K}{2(3K+G)}.$$

Dividing,

$$M=\frac{E}{1-\nu},\qquad \frac{\tau_f}{\tau}=\frac{3(1-\nu)}{1+\nu}. \tag{7}$$

So $M$ is the usual biaxial modulus. The time ratio is 1 at $\nu=1/2$ and 3 at $\nu=0$. As a test, the three-component equations were integrated with $G=24$ GPa and $\tau=50$ s, finding $\epsilon_z$ from $\sigma_z=0$ at each instant and not using (4). For $K=16$, 32 and 120 GPa, where $\nu=0$, 0.200 and 0.406, the decay times were 3.000, 2.000 and 1.267 times $\tau$, in agreement with (7).

## 4. Where the delay comes from

Equation (2) shows the thickness moving while the in-plane strain stands still. At the start, $\sigma=Me$ gives

$$\epsilon_z(0)=\left(\frac{12G}{3K+4G}-2\right)e=-\frac{2(3K-2G)}{3K+4G}\,e=-\frac{2\nu}{1-\nu}\,e,$$

and at the end, with $\sigma=0$, $\epsilon_z=-2e$. A film in tension starts with an enlarged volume. As the tension falls the volume returns to its unstressed value, and since the in-plane dimensions are held, the film must thin. By (3) this makes $d_z$ more negative. The stress $s_z$ is negative too, so the thinning loads the shear in the direction in which it is already loaded. Viscous flow removes shear stress while the recovering volume puts some back. In compression all signs reverse and the time is the same.

If this is the cause, stopping the thickness motion should remove the delay. Let the film be stretched with a free surface, then hold $\epsilon_z$ at its initial value. Now $d_z$ is fixed and the deviator decays with $\tau$. The volume is fixed too, so the mean stress stays at $2\sigma(0)/3$:

$$\sigma_x=\frac{2\sigma(0)}{3}+\frac{\sigma(0)}{3}e^{-t/\tau},\qquad \sigma_z=\frac{2\sigma(0)}{3}\left(1-e^{-t/\tau}\right).$$

Integration of the full equations for $\sigma(0)=93.6$ MPa and $\tau=50$ s gave a deviator time of 50.0 s and a final stress of 62.4 MPa in every direction. With all strains fixed, then, the shear time returns, but the stress does not relax to zero.

## 5. The same time from energy

The balance of energy gives $\tau_f$ by another route. The elastic part of the in-plane strain is $\sigma/M$ in each of two directions, and $\sigma_z=0$ stores nothing, so the stored energy per volume is

$$W=\frac12\left(\sigma\frac{\sigma}{M}+\sigma\frac{\sigma}{M}\right)=\frac{\sigma^2}{M}.$$

The viscous strain rate is $s/(2\eta)$, and the heat produced per volume and time is

$$D=\frac{s_x^2+s_y^2+s_z^2}{2\eta}=\frac{1}{2\eta}\left(\frac19+\frac19+\frac49\right)\sigma^2=\frac{\sigma^2}{3\eta}.$$

During the hold no outside work is done: the in-plane strains are fixed, and the free surface moves without a force on it. Hence $\dot W=-D$, that is, $2\sigma\dot\sigma/M=-\sigma^2/(3\eta)$, and $\dot\sigma=-M\sigma/(6\eta)$. This is (6) again.

The energy falls as $e^{-2t/\tau_f}$, twice as fast as the stress. This matters for fracture, because the stored energy is what a spreading crack or delamination can draw on.

## 6. From a step to any strain history

Divided by $1+4G/(3K)$, equation (4) becomes $\dot\sigma+\sigma/\tau_f=M\dot e$. Multiplying by $e^{t/\tau_f}$ turns the left side into the derivative of $\sigma e^{t/\tau_f}$. For a film free of stress at $t=0$, integration gives

$$\sigma(t)=M\int_0^t e^{-(t-t')/\tau_f}\,\dot e(t')\,dt'. \tag{8}$$

If $e$ grows uniformly to $e_0$ in a time $T$, then $\dot e=e_0/T$ and

$$\sigma(T)=Me_0\,\frac{\tau_f}{T}\left(1-e^{-T/\tau_f}\right). \tag{9}$$

For $T\ll\tau_f$ this returns to the step value $Me_0$. For steady stretching over a long time the stress tends to $M\tau_f\dot e=6\eta\dot e$, from which $K$ has dropped out. That is right: a steady stress means a steady volume, and the film then flows as an incompressible liquid, with $s_z=2\eta(-2\dot e)$ and $\sigma=6\eta\dot e$.

## 7. Unequal in-plane strains

Let $\epsilon_x\ne\epsilon_y$, both fixed. Subtracting the $y$ component of (1) from the $x$ component removes the mean parts:

$$\frac{d}{dt}(\sigma_x-\sigma_y)+\frac{\sigma_x-\sigma_y}{\tau}=2G(\dot\epsilon_x-\dot\epsilon_y)=0.$$

The difference decays with $\tau$. For the average, set $\bar\sigma=(\sigma_x+\sigma_y)/2$ and $\bar e=(\epsilon_x+\epsilon_y)/2$. The mean stress is $2\bar\sigma/3$, $s_z=-2\bar\sigma/3$ and the volume strain is $2\bar e+\epsilon_z$. These are the relations of section 3 with bars added, so $\bar\sigma$ decays with $\tau_f$.

The stress in one direction is thus a sum of two exponentials. For strains 1.4 and 0.6 times a common value, with the elastic constants of the example below, integration gave 50.0 s for the difference and 100.0 s for the sum. The longer time belongs to the equibiaxial part, which carries the volume change.

## 8. Several shear times

A glass may relax with more than one shear time. Let the deviatoric stress be a sum of Maxwell modes with moduli $G_i$, times $\tau_i$ and viscosities $\eta_i=G_i\tau_i$, all sharing the strain $d_z$. Multiply (1) for one mode by $\tau_i$ and integrate from just after the step to late times, when all stress has gone:

$$-\tau_i s_i(0)+\int_0^\infty s_i\,dt=2\eta_i\,[d_z(\infty)-d_z(0)].$$

The step is elastic, so $s_i(0)=2G_id_z(0)$ and $\tau_is_i(0)=2\eta_id_z(0)$. The initial terms cancel, leaving $\int s_i\,dt=2\eta_id_z(\infty)=-4\eta_ie$, because $d_z(\infty)=-2e$ by (3). Summing over modes, with $\sum s_i=-2\sigma/3$,

$$\frac{1}{\sigma(0)}\int_0^\infty\sigma\,dt=\frac{6\sum_i\eta_i}{M}, \tag{10}$$

where $M$ is computed with $G=\sum_iG_i$. For one mode the left side is $\tau_f$, and (6) returns. With modes of different times the area under the decay is fixed by the total viscosity, but its shape is no longer a single exponential. If part of the shear modulus never relaxes, as in a permanently cross-linked network, the stress levels off above zero and (10) does not apply.

## 9. A substrate that gives way

The film pulls on the top of the substrate with a force $F=\sigma h$ per width, where $h$ is the film thickness. Let the substrate have thickness $h_s\gg h$ and biaxial modulus $M_s$, and let its strain be $a+bz$, with $z$ measured from its midplane. Balance of force and of moment requires

$$M_sh_s\,a=-F,\qquad M_s\frac{h_s^3}{12}\,b=-\frac{Fh_s}{2}.$$

So $a=-F/(M_sh_s)$ and $b=-6F/(M_sh_s^2)$. The surface strain is $a+bh_s/2=-4F/(M_sh_s)$, one part from compression and three from bending. The film strain becomes $e=e_0-c\sigma$, with $c=4h/(M_sh_s)$. Putting $\dot e=-c\dot\sigma$ into $\dot\sigma+\sigma/\tau_f=M\dot e$ gives $(1+Mc)\dot\sigma=-\sigma/\tau_f$, so the decay time is

$$\tau_f\left(1+\frac{4Mh}{M_sh_s}\right).$$

It returns to $\tau_f$ as $h/h_s\to0$. A yielding substrate lengthens the decay for a reason like that of section 4: as the stress falls, the substrate springs back and stretches the film again.

## 10. A glass film on silicon

Take a borophosphosilicate glass film, 500 nm thick, heated from 300 K to 950 K on a silicon wafer. The parameters are round values, roughly typical of such a glass near its transition: $K=32$ GPa, $G=24$ GPa, $\eta=1.2\times10^{12}$ Pa s. Silicon is taken to expand more than the film by $2\times10^{-6}$ per kelvin, also a rough value, and the film is assumed free of stress at 300 K. Then

$$e=2\times10^{-6}\times650=1.3\times10^{-3},$$

$$M=\frac{18\times32\times24}{96+96}=72\ \text{GPa},\qquad \sigma(0)=Me=93.6\ \text{MPa}.$$

In atomic-scale units these are 0.449 eV/Å$^3$ and $5.84\times10^{-4}$ eV/Å$^3$. The times are

$$\tau=\frac{1200\ \text{GPa s}}{24\ \text{GPa}}=50\ \text{s},\qquad \frac{4G}{3K}=\frac{96}{96}=1,\qquad \tau_f=100\ \text{s}.$$

After 60 s the stress is $93.6\,e^{-0.6}=51$ MPa, where the shear time would have given $93.6\,e^{-1.2}=28$ MPa. Relaxation to one tenth takes $100\ln10=230$ s instead of 115 s. The normal strain goes from $-0.65\times10^{-3}$ to $-2.6\times10^{-3}$, so the film thins by $1.95\times10^{-3}\times500\approx1$ nm. That small motion doubles the relaxation time.

The stored energy per film area is $\sigma(0)^2h/M=0.061$ J/m$^2$, about 1% of a rough glass fracture energy of 5 J/m$^2$. Unless the interface is far weaker than the glass, the film cannot release enough energy to delaminate, even before it relaxes. This number does not bound a crack running through the film, which unloads the film on both sides of it: on a substrate of the same elastic constants the driving force is about $1.98\,\sigma(0)^2h(1-\nu^2)/E=0.14$ J/m$^2$ per crack area, larger but still about 3% of that fracture energy.

**What a real film changes.** The assumption of a known, uniform temperature is among the most fragile. With a rough activation energy of 4 eV, the viscosity at 950 K is 1.29 times that at 955 K, so a film 5 K hotter than believed relaxes in about 77 s. A spread of shear times can matter as much. Two modes of equal modulus with times of 10 s and 90 s have the same total viscosity, and the area time (10) is again 100 s; yet the fraction of stress left is 0.46 instead of 0.55 after 60 s, and 0.078 instead of 0.050 after 300 s. The bulk modulus of a glass can itself relax near the transition. If it fell quickly to $0.7K$, the later decay time would be $50(1+32/22.4)=121$ s, and $M$ would be lower as well.

Other corrections are smaller for these numbers and a single shear time. Heating at 50 K/s takes 13 s, and (9) then gives a loss of 6% before the hold begins. This is an upper bound for the given strain ramp, moduli and single shear time, since it uses the 950 K viscosity throughout and the colder glass is stiffer against flow. With the two shear times above the same constant-viscosity estimate rises to 14%, because the faster mode relaxes more during the heating. If the viscosity follows the activation energy of 4 eV during the ramp, the losses are only about 0.4% for one shear time and 1% for the two. In an Eyring flow law the flow rate is $\sinh x/x$ times the linear one, with $x=\sigma_sV/(2k_BT)$, where $V$ is an activation volume and $\sigma_s=\sqrt{(s_x^2+s_y^2+s_z^2)/2}=\sigma/\sqrt3$ is the effective shear stress. With a rough $V=0.2$ nm$^3$ the initial stress gives $x=0.41$ and speeds up the flow by 3%. A wafer 775 µm thick with a biaxial modulus of roughly 180 GPa lengthens the decay by 0.1%. A surface tension of about 0.3 J/m$^2$ adds a constant $0.3/(500\times10^{-9})$ Pa $=0.6$ MPa to a stress read from wafer curvature, if the zero of curvature was taken without this surface force. The offset should then be subtracted before a late decay is fitted.

To obtain a viscosity from a measured film decay, $\eta=M\tau_f/6$ needs the biaxial modulus at the hold temperature and no separate value of $K$ or $G$. With several shear times, the area under the decay that follows a sudden step, divided by the stress just after the step, takes the place of $\tau_f$ and the result is the total viscosity. Little must then relax while the strain is applied. At the hold viscosity this means a ramp short compared with the shortest shear time; after a slower ramp the fast modes have already partly relaxed when the hold begins, and the viscosity comes out too large, by 10% for the two modes above and a ramp of 13 s. A heating ramp is more forgiving, because the glass hardly flows until it is near the hold temperature: with the activation energy of 4 eV the same 13 s ramp gives an error below 1%. Both uses require a fixed in-plane strain, a free surface and a shear stress that relaxes fully. The first also needs an elastic bulk response. The area rule does not: its derivation used only an elastic step and $d_z(\infty)=-2e$, so it still holds when the bulk modulus relaxes to a lower finite value, with $M$ the instantaneous modulus. They also require that the viscosity stays constant during the hold and that the glass does not densify, since shrinkage of a bonded film adds tension of its own. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
bulk modulus K: 32.0 GPa
shear modulus G: 24.0 GPa
shear viscosity: 1.20e+12 Pa s
start and hold temperature: 300, 950 K
expansion mismatch: 2.0e-06 1/K
film thickness: 500 nm
wafer thickness: 775000 nm
wafer biaxial modulus: 180 GPa
in-plane strain: 1.30e-03 (no unit)
Young modulus: 57.60 GPa
Poisson ratio: 0.200 (no unit)
biaxial modulus M: 72.00 GPa = 0.4494 eV/A^3
initial stress: 93.60 MPa = 5.842e-04 eV/A^3
4G/(3K): 1.000 (no unit)
shear time tau: 50.00 s
film time, formula: 100.0000 s
film time, integrated equations: 100.0000 s
K = 8 GPa: Poisson -0.250, time ratio 5.0000
K = 16 GPa: Poisson -0.000, time ratio 3.0000
K = 32 GPa: Poisson 0.200, time ratio 2.0000
K = 120 GPa: Poisson 0.406, time ratio 1.2667
K = 2400 GPa: Poisson 0.495, time ratio 1.0133
hold time: 60 s
stress after hold, film time: 51.37 MPa
stress after hold, if tau were used: 28.19 MPa
time to one tenth, film time: 230.3 s
time to one tenth, if tau were used: 115.1 s
normal strain, start and end: -6.500e-04, -2.600e-03 (no unit)
thinning during relaxation: 0.975 nm
frozen thickness, deviator time: 50.000 s
frozen thickness, final stress: 62.40 MPa
unequal strain, difference and sum times: 50.000, 100.000 s
stored energy and viscous heat: 121.680, 121.680 kJ/m^3
activation energy: 4.0 eV; temperature error: 5 K
time factor from temperature error: 1.292 (no unit)
two shear mode times: 10, 90 s
two modes, area time: 100.000 s
fraction after hold, two modes and one: 0.4560, 0.5488
fraction at 300 s, two modes and one: 0.0784, 0.0498
film time with K times 0.7: 121.43 s
activation volume: 0.2 nm^3
initial flow-rate factor, Eyring: 1.0285 (no unit)
heating rate: 50 K/s; ramp time: 13.0 s
stress loss in ramp, upper bound: 6.23 percent
film time rise from substrate: 0.103 percent
surface tension: 0.3 J/m^2
curvature-reading offset: 0.60 MPa
stored energy per film area: 0.0608 J/m^2
rough glass fracture energy: 5.0 J/m^2
stored over fracture energy: 0.0122 (no unit)
```
